\section*{Polarization dependence of absorption fine structure at K and L$_{2,3}$ edges, part 1}

(Sections cited here and not found follow in the second part.)

Take an electron bound in a real, spherically symmetric orbital $\phi(r)$ at the origin. Let linearly polarized light with real unit polarization vector $\boldsymbol\epsilon$ lift it into the continuum with kinetic energy $E=\hbar^2k^2/2m$, let it feel no potential afterwards, and place a single point scatterer at $\mathbf R=R\hat{\mathbf R}$ with $\cos\theta=\boldsymbol\epsilon\cdot\hat{\mathbf R}$. In the electric dipole approximation the perturbation is $eE_0\,\boldsymbol\epsilon\cdot\mathbf r\cos\omega t$, the golden-rule rate is $(2\pi/\hbar)(eE_0/2)^2\sum_f|\langle f|\boldsymbol\epsilon\cdot\mathbf r|i\rangle|^2\delta(E_f-E)$, and the photon flux is $\varepsilon_0cE_0^2/2\hbar\omega$. Their ratio is the cross section. Since $\sum_f|f\rangle\delta(E_f-E)\langle f|=-\pi^{-1}\,\mathrm{Im}\,G$ for the outgoing Green function $G=(E-H+i0)^{-1}$,
\begin{equation}
\sigma=4\pi^2\alpha\,\hbar\omega\left(-\frac1\pi\right)\mathrm{Im}\sum_i\langle i|\boldsymbol\epsilon\cdot\mathbf r\;G\;\boldsymbol\epsilon\cdot\mathbf r|i\rangle,
\qquad \alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c},
\label{eq:sigma}
\end{equation}
where $i$ runs over the core states of the edge. Write $G=(2m/\hbar^2)\,g$, so that $(\nabla^2+k^2-U)g=\delta(\mathbf r-\mathbf r')$ with $U=2mV/\hbar^2$. The fine structure is the relative change of $\sigma$ caused by the neighbour, $\chi=(\sigma-\sigma_0)/\sigma_0$, and every prefactor of Eq.~(\ref{eq:sigma}) cancels in it.

For $U=0$ the Green function is $g_0=-e^{ikd}/4\pi d$ with $d=|\mathbf r-\mathbf r'|$, and the real function $S(\mathbf r)=(\boldsymbol\epsilon\cdot\mathbf r)\phi(r)$ acts as the source of the photoelectron wave $\psi(\mathbf r)=\int g_0(\mathbf r,\mathbf r')S(\mathbf r')\,d^3r'$. Define $\tilde S(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}S\,d^3r$. A factor $\mathbf r$ under the integral is $i\nabla_{\mathbf k}$ outside it, and the transform $\tilde\phi(k)$ of a real spherical function is real and spherical, so along a direction $\mathbf n$
\begin{equation}
\tilde S(k\mathbf n)=i\,(\boldsymbol\epsilon\cdot\mathbf n)\,\tilde\phi'(k).
\end{equation}
The average of $e^{ik\mathbf n\cdot\mathbf d}$ over directions is $\frac12\int_{-1}^{1}e^{ikd\mu}d\mu=\sin(kd)/kd$, and $\mathrm{Im}\,g_0=-(k/4\pi)\sin(kd)/kd$. The smooth absorption is therefore the emitted intensity averaged over directions,
\begin{equation}
\mathrm{Im}\langle S|g_0|S\rangle=-\frac{k}{4\pi}\big\langle|\tilde S(k\mathbf n)|^2\big\rangle_{\mathbf n}=-\frac{k}{4\pi}\,\frac{\tilde\phi'^2}{3},
\label{eq:mu0free}
\end{equation}
because $\langle(\boldsymbol\epsilon\cdot\mathbf n)^2\rangle=1/3$. Far from the source $|\mathbf R-\mathbf r'|\simeq R-\hat{\mathbf R}\cdot\mathbf r'$, so the wave arriving at the neighbour is $\psi(\mathbf R)=-(e^{ikR}/4\pi R)\,\tilde S(k\hat{\mathbf R})$. A point scatterer of amplitude $f$ sends out $f\psi(\mathbf R)e^{ik|\mathbf r-\mathbf R|}/|\mathbf r-\mathbf R|=-4\pi f\,\psi(\mathbf R)\,g_0(\mathbf r,\mathbf R)$. Its overlap with $S$ contains $\int S(\mathbf r)g_0(\mathbf r,\mathbf R)d^3r$, which equals $\psi(\mathbf R)$ again because $g_0$ is symmetric in its arguments. Hence
\begin{equation}
\delta\langle S|g|S\rangle=-4\pi f\,\psi(\mathbf R)^2=-4\pi f\,\frac{e^{2ikR}}{16\pi^2R^2}\,\big(i\cos\theta\,\tilde\phi'\big)^2=\frac{f e^{2ikR}}{4\pi R^2}\cos^2\theta\,\tilde\phi'^2 .
\end{equation}
Wherever $\tilde\phi'(k)\neq0$, dividing the imaginary part by Eq.~(\ref{eq:mu0free}) removes the orbital altogether:
\begin{equation}
\chi=-3\cos^2\theta\;\frac{\mathrm{Im}\,[f e^{2ikR}]}{kR^2}.
\label{eq:toy}
\end{equation}
One factor $\cos\theta$ is the amplitude emitted towards the neighbour, the other is the amplitude with which the returning wave is received, the 3 is the inverse of the spherical average of $\cos^2\theta$, and the minus sign is the square of the $i$ that a p wave carries. The weight is the intensity emitted along the bond divided by its average over all directions. The amplitude is squared, not multiplied by its complex conjugate, so phases survive, and when several partial waves are emitted their relative phases matter.

Real atoms have potentials. Assume non-overlapping spherical (muffin-tin) potentials, real, local and independent of spin, with $V=0$ between the spheres. Use real orthonormal spherical harmonics $Y_L$, $L=(l,m)$, the spherical Bessel and Neumann functions $j_l$, $n_l$, and $h_l=j_l+in_l\to(-i)^{l+1}e^{ikr}/kr$. For the absorbing atom let $R_l(r)$ be the real regular radial solution, positive near the origin and normalized so that outside the sphere $R_l=\cos\delta_l\,j_l-\sin\delta_l\,n_l\to\sin y/kr$ with $y=kr-l\pi/2+\delta_l$. Let $H_l$ be the solution equal to $e^{i\delta_l}h_l\to-ie^{iy}/kr$ outside. The real part of $e^{i\delta_l}(j_l+in_l)$ is $\cos\delta_l\,j_l-\sin\delta_l\,n_l$, so $H_l=R_l+iN_l$ with $N_l$ a real irregular solution. The Green function of the isolated absorber has the form $g_c=\sum_LC_l\,R_l(r_<)H_l(r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')$. The delta function $\delta(r-r')/r^2$ requires a jump $1/r^2$ in the radial derivative, $C_l\,r^2(R_lH_l'-R_l'H_l)=1$. The combination $r^2(R_lH_l'-R_l'H_l)$ is independent of $r$ and is evaluated at large $r$, where the terms from differentiating $1/r$ cancel between the two products:
\begin{equation}
r^2(R_lH_l'-R_l'H_l)=\frac1k\left[\sin y\,e^{iy}+i\cos y\,e^{iy}\right]=\frac1k\,e^{iy}\,i e^{-iy}=\frac ik .
\end{equation}
Thus $C_l=-ik$. Since $-ik\cdot iN_l$ is real, $\mathrm{Im}\,g_c=-k\sum_LR_l(r)R_l(r')Y_LY_L$. For $U=0$ the same formula gives $g_0=-ik\sum_Lj_l(kr_<)h_l(kr_>)Y_LY_L$.

Let a core state be $R_c(r)\,y_i(\hat{\mathbf r})$ with a real angular function $y_i$, and expand
\begin{equation}
(\boldsymbol\epsilon\cdot\hat{\mathbf r})\,y_i(\hat{\mathbf r})=\sum_Lc^{(i)}_LY_L(\hat{\mathbf r})=\sum_lA^{(i)}_l(\hat{\mathbf r}),\qquad
M_l=\int_0^\infty R_l\,r\,R_c\,r^2dr ,
\end{equation}
where $A^{(i)}_l$ is the part of angular momentum $l$. The smooth absorption is proportional to $k\mathcal N$ with
\begin{equation}
\mathcal N=\sum_i\sum_LM_l^2\,c_L^{(i)2}=4\pi\sum_lM_l^2\sum_i\big\langle A_l^{(i)2}\big\rangle ,
\end{equation}
the second form following from orthonormality, with $\langle\cdot\rangle$ the spherical average. Outside the absorber the wave emitted from state $i$ is $-ikF$ with
\begin{equation}
F(\mathbf r)=\sum_lM_le^{i\delta_l}h_l(kr)A_l(\hat{\mathbf r})=\sum_{L_1}a_{L_1}\,j_{l_1}(k\rho)Y_{L_1}(\hat{\boldsymbol\rho}),\qquad \mathbf r=\mathbf R+\boldsymbol\rho .
\end{equation}
The second form holds for $\rho<R$, where $F$ is a regular free solution. If $\Gamma_{L_1L}$ denotes the coefficient of $j_{l_1}Y_{L_1}$ in the expansion of $h_lY_L$ about $\mathbf R$, then $a_{L_1}=\sum_L\Gamma_{L_1L}\,c_LM_le^{i\delta_l}$.

A spherical potential with phase shift $\eta$ turns an incident $j_l$ into $j_l+it\,h_l$ with $t=e^{i\eta}\sin\eta$. To see this, note that $1+ie^{i\eta}\sin\eta=(1+e^{2i\eta})/2=e^{i\eta}\cos\eta$, so
\begin{equation}
j_l+ie^{i\eta}\sin\eta\,(j_l+in_l)=e^{i\eta}(\cos\eta\,j_l-\sin\eta\,n_l),
\label{eq:tmat}
\end{equation}
which is $e^{i\eta}$ times the regular solution. The identity is used twice. At the neighbour, with phase shifts $\eta_{l_1}$, it gives the scattered wave $\sum_{L_1}it_{l_1}a_{L_1}h_{l_1}Y_{L_1}$ centred on $\mathbf R$. At the absorber it shows that a returning $j_{l'}Y_{L'}$ continues inside as $e^{i\delta_{l'}}R_{l'}Y_{L'}$. The wave that the absorber then sends out again would reach the neighbour a second time; dropping it, and all paths that visit two neighbours, is the single-scattering approximation. The expansion of the scattered wave about the origin follows from writing $g_0(\mathbf r,\mathbf R+\boldsymbol\rho)$, for small $r$ and $\rho$, once about each centre:
\begin{equation}
\sum_Lj_l(kr)Y_L(\hat{\mathbf r})\sum_{L_1}\Gamma_{L_1L}\,j_{l_1}(k\rho)Y_{L_1}(\hat{\boldsymbol\rho})
=\sum_{L_1}j_{l_1}(k\rho)Y_{L_1}(\hat{\boldsymbol\rho})\,\big[h_{l_1}Y_{L_1}\big](\mathbf r-\mathbf R).
\end{equation}
Comparing coefficients of $j_{l_1}Y_{L_1}$ gives $[h_{l_1}Y_{L_1}](\mathbf r-\mathbf R)=\sum_L\Gamma_{L_1L}\,j_lY_L$, with the same $\Gamma$. Overlap of the returned wave with the source gives $\sum_{L'}\Gamma_{L_1L'}e^{i\delta_{l'}}M_{l'}c_{L'}=a_{L_1}$ once more. The change of the matrix element is $-ikX$ with $X=\sum_i\sum_{L_1}it_{l_1}a_{L_1}^2$, and since $-\mathrm{Im}(-ikX)=k\,\mathrm{Re}X=k\,\mathrm{Im}(iX)$,
\begin{equation}
\chi=\mathrm{Im}\,\mathcal Z,\qquad \mathcal Z=\frac{iX}{\mathcal N},\qquad X=\sum_i\sum_{L_1}i\,t_{l_1}\,\big(a^{(i)}_{L_1}\big)^2 .
\label{eq:exact}
\end{equation}
This is exact within single scattering and keeps the curvature of the wave. The modulus $|\mathcal Z|$ bounds $|\chi|$ and is called the envelope below; the peaks of $|\chi|$ come close to it only where $|\mathcal Z|$ varies slowly compared with the phase.

At leading order in $1/kR$ one replaces $h_l$ by its asymptotic form, $|\mathbf R+\boldsymbol\rho|$ by $R+\hat{\mathbf R}\cdot\boldsymbol\rho$ in the phase, and $A_l(\hat{\mathbf r})$ by $A_l(\hat{\mathbf R})$. Then
\begin{equation}
F\simeq F_0\,e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho},\qquad F_0=-i\,\frac{e^{ikR}}{kR}\,B,\qquad B=\sum_l(-i)^lM_le^{i\delta_l}A_l(\hat{\mathbf R}).
\end{equation}
The neglected phase is $k\rho_\perp^2/2R$; a partial wave $l_1$ of the neighbour probes $\rho_\perp\sim l_1/k$, so for large $l_1$ this phase is about $l_1^2/2kR$, and it counts twice because $a_{L_1}$ enters squared. The approximation needs $kR\gg1$ and also $l_1^2/kR\ll1$ for the partial waves that scatter; for $l_1>1$ the second demand is the stronger one. The plane-wave expansion $e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho}=4\pi\sum i^{l_1}j_{l_1}Y_{L_1}(\hat{\mathbf R})Y_{L_1}(\hat{\boldsymbol\rho})$ gives $a_{L_1}=4\pi i^{l_1}Y_{L_1}(\hat{\mathbf R})F_0$. With $\sum_mY_{l_1m}^2=(2l_1+1)/4\pi$,
\begin{equation}
\sum_{L_1}it_{l_1}a_{L_1}^2=4\pi i\,F_0^2\sum_{l_1}(2l_1+1)(-1)^{l_1}t_{l_1}=4\pi ik\,f(\pi)\,F_0^2 ,
\end{equation}
where $f(\Theta)=k^{-1}\sum(2l_1+1)t_{l_1}P_{l_1}(\cos\Theta)$ is the scattering amplitude and $f(\pi)=|f|e^{i\varphi}$ its value for backscattering. Multiplying by $i$ gives $-4\pi kfF_0^2$, and $F_0^2=-e^{2ikR}B^2/(kR)^2$, so the two signs cancel:
\begin{equation}
\mathcal Z=\frac{f(\pi)e^{2ikR}}{kR^2}\;\frac{4\pi\sum_iB_i^2}{\mathcal N}.
\label{eq:pw}
\end{equation}
If one channel $l$ alone contributes, the last factor is $(-1)^le^{2i\delta_l}W_l$ with $W_l=\sum_iA_l^{(i)}(\hat{\mathbf R})^2/\sum_i\langle A_l^{(i)2}\rangle$, whose spherical average is 1 by construction. Losses (mean free path, many-electron amplitude reduction) and thermal motion are left out. They are commonly described by one factor per path that does not involve $\boldsymbol\epsilon$; this is an approximation, since motion across the bond also changes $\theta$.

For a K edge $y=1/\sqrt{4\pi}$, and $(\boldsymbol\epsilon\cdot\hat{\mathbf r})/\sqrt{4\pi}$ is purely $l=1$. Then $W_K=\cos^2\theta/\langle\cos^2\theta\rangle=3\cos^2\theta$, the radial element cancels, and
\begin{equation}
\chi_K=-3\cos^2\theta\,\frac{|f|}{kR^2}\sin(2kR+2\delta_1+\varphi),
\label{eq:K}
\end{equation}
which is Eq.~(\ref{eq:toy}) with the absorber phase acquired once on the way out and once on the way in. The two spin states contribute equally. The same holds for any s core level wherever $M_1\neq0$.

At the L$_2$ and L$_3$ edges the core states are the spin-orbit coupled $2p_{1/2}$ and $2p_{3/2}$ levels, and the sum in Eq.~(\ref{eq:sigma}) is a trace with the projector $P_j=\sum_{m_j}|jm_j\rangle\langle jm_j|$ on the filled subshell, all of whose states share one radial function. With $\mathbf L$ and $\mathbf S$ in units of $\hbar$, $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-2-\frac34]$ equals $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. The operators linear in $\mathbf L\cdot\mathbf S$ that equal 1 on one level and 0 on the other are
\begin{equation}
P_{3/2}=\tfrac13(2+2\,\mathbf L\cdot\mathbf S),\qquad P_{1/2}=\tfrac13(1-2\,\mathbf L\cdot\mathbf S).
\end{equation}
The operator $\boldsymbol\epsilon\cdot\mathbf r\,G\,\boldsymbol\epsilon\cdot\mathbf r$ does not act on spin, so the spin trace falls on $P_j$ alone. With $\mathrm{Tr}\,\mathbf S=0$ and $\mathrm{Tr}\,1=2$ it gives $\frac43$ and $\frac23$, that is $(2j+1)/3$, times the identity on the three $l=1$ orbitals. The constant cancels in $\chi$, and the identity may be resolved in any basis, in particular the real orbitals $y_a=\sqrt{3/4\pi}\,\hat r_a$, $a=x,y,z$. Both edges have the same angular weights and differ only through $M_l$. If the final-state potential depends on spin along a fixed axis $\hat{\mathbf m}$, a term proportional to $\mathrm{Tr}[\mathbf L\cdot\hat{\mathbf m}\;\boldsymbol\epsilon\cdot\mathbf r\,G_1\,\boldsymbol\epsilon\cdot\mathbf r]$ appears, with $G_1$ the difference of the two spin Green functions. For real $\boldsymbol\epsilon$ it vanishes, because in the basis $y_a$ the matrix of $\mathbf L$ is antisymmetric while the second matrix is symmetric, $G_1(\mathbf r,\mathbf r')=G_1(\mathbf r',\mathbf r)$; spin-orbit coupling in the final state removes this symmetry and lies outside the derivation. The sum over the whole subshell is essential. The single state $j=m_j=\frac32$ has orbital $m=1$; light polarized along the quantization axis conserves $m$, and a d wave with $m=1$ vanishes on that axis, so its weight for a bond along the axis is 0, where the full sum will give 2.

The product of two direction cosines splits into a traceless part and a trace:
\begin{equation}
(\boldsymbol\epsilon\cdot\hat{\mathbf r})\,\hat r_a=\underbrace{\Big[(\boldsymbol\epsilon\cdot\hat{\mathbf r})\hat r_a-\tfrac13\epsilon_a\Big]}_{d_a}+\underbrace{\tfrac13\epsilon_a}_{s_a}.
\end{equation}
The part $s_a$ is independent of direction and is $l=0$. The part $d_a$ is pure $l=2$, because $r^2d_a=\sum_b\epsilon_b(x_ax_b-\frac13\delta_{ab}r^2)$ is a homogeneous quadratic polynomial with $\nabla^2(x_ax_b-\frac13\delta_{ab}r^2)=2\delta_{ab}-\frac13\delta_{ab}\cdot6=0$. At $\hat{\mathbf r}=\hat{\mathbf R}$, with $c=\cos\theta$, $\sum_a\hat R_a^2=\sum_a\epsilon_a^2=1$ and $\sum_a\epsilon_a\hat R_a=c$,
\begin{align}
\sum_ad_a^2&=c^2-\tfrac23c^2+\tfrac19=\tfrac19(1+3c^2),\\
\sum_as_a^2&=\tfrac19,\\
2\sum_ad_as_a&=2\big(\tfrac13c^2-\tfrac19\big)=\tfrac29(3c^2-1).
\end{align}
The spherical averages are $\frac29$, $\frac19$ and 0. The factor $3/4\pi$ from the normalization of $y_a$ is common to numerator and denominator of Eq.~(\ref{eq:pw}). The denominator is then $\frac29M_2^2+\frac19M_0^2=\frac29(M_2^2+\frac12M_0^2)$. Because $(-i)^2=-1$ and $(-i)^0=1$, the amplitude is $B_a\propto-M_2e^{i\delta_2}d_a+M_0e^{i\delta_0}s_a$, and the cross term of its square changes sign. Dividing numerator and denominator by $\frac29$,
\begin{align}
\chi_{L}=\frac{|f|}{kR^2}\,\frac{1}{M_2^2+\frac12M_0^2}\Big\{&\tfrac12(1+3\cos^2\theta)\,M_2^2\sin(2kR+2\delta_2+\varphi)\nonumber\\
&+\tfrac12M_0^2\sin(2kR+2\delta_0+\varphi)\nonumber\\
&+(1-3\cos^2\theta)\,M_0M_2\sin(2kR+\delta_0+\delta_2+\varphi)\Big\}.
\label{eq:L}
\end{align}
For $M_0=0$ this is a single oscillation with positive sign and weight
\begin{equation}
W_{dd}=\tfrac12(1+3\cos^2\theta).
\end{equation}
The weight $(1+3\cos^2\theta)/2$ therefore belongs to the p$\to$d channel alone, not to the edge as a whole. With $q=M_0/M_2$, the s channel enters the smooth absorption and the isotropic s--s term at order $q^2$, but it enters the angular dependence at first order in $q$ through the interference weight $W_{sd}=1-3\cos^2\theta$. The sign convention for $R_l$ does not affect the result, since $R_l\to-R_l$ changes $M_l\to-M_l$ and $\delta_l\to\delta_l+\pi$ and leaves $M_le^{i\delta_l}$ fixed; the meaningful quantity is $qe^{i\Delta}$ with $\Delta=\delta_0-\delta_2$.

For a distant neighbour and single scattering, the K edge follows $3\cos^2\theta$, while the L$_2$ and L$_3$ edges combine a p$\to$d term of weight $(1+3\cos^2\theta)/2$ with an isotropic s--s term and an s--d interference term of weight $1-3\cos^2\theta$. It remains to extend the weights to other filled shells, to examine the curvature of the wave, and to find the sizes of these effects in a numerical model.
